\section*{Activated pyroelectricity and tunnelling in the mean-field transverse-field Ising model}

\section{A smaller polarization that responds more strongly}

Consider a model ferroelectric in which the couplings of each dipole to all the others add up to $12$ meV, and whose dipoles would give $6.0\ \mu\mathrm{C/cm^2}$ if fully aligned. Let each dipole tunnel between its two orientations with an energy of $6$ meV. The polarization at zero temperature falls to $5.2\ \mu\mathrm{C/cm^2}$, a loss of 13\,\%. Yet at 30 K the magnitude of the pyroelectric coefficient rises, from $0.346$ to $0.400\ \mathrm{nC/(cm^2\,K)}$, a gain of 15\,\%. This comparison holds the coupling fixed. If the transition temperature is held fixed instead, tunnelling reduces the coefficient to $0.55$ of its value without tunnelling. Both results follow from one short mean-field calculation. At a given temperature it becomes reliable as each dipole is coupled to more and more others, each more weakly.

\section{Model and conventions}

In an order-disorder ferroelectric of the hydrogen-bonded kind, a proton sits in one of two wells, and its position fixes the sign of a local dipole $\mu$. The Pauli matrix $\sigma^z_i=\pm1$ labels the well, and $\sigma^x_i$ moves the proton between wells:
\begin{equation}
H=-\Gamma\sum_i\sigma^x_i-\frac12\sum_{ij}J_{ij}\sigma^z_i\sigma^z_j-\mu\mathcal E\sum_i\sigma^z_i .
\end{equation}
An isolated proton has the tunnel splitting $2\Gamma$. Let $J_0=\sum_jJ_{ij}>0$, and let uniform order be the favoured one. With $n$ dipoles per volume and $m=\langle\sigma^z\rangle$, the polarization is $P=n\mu m$. The sample is a single domain with $m>0$, and $J_0,\Gamma,n,\mu$ do not depend on temperature. The pyroelectric coefficient is $p=(\partial P/\partial T)_{\mathcal E}$, taken at $\mathcal E=0$ unless a bias is stated.

In mean field we write $\sigma^z_i=m+(\sigma^z_i-m)$ and drop products of two deviations. Each dipole then has the Hamiltonian
\begin{equation}
H_1=-\Gamma\sigma^x-F\sigma^z,\qquad F=J_0m+\mu\mathcal E ,
\end{equation}
apart from a constant. Its levels are $\pm h$ with $h=\sqrt{\Gamma^2+F^2}$. The lower level has its pseudospin along $(\Gamma,0,F)/h$, the upper level opposite to it. The difference of their Boltzmann weights is $\tanh(h/kT)$, so
\begin{equation}
m=\frac{F}{h}\tanh\frac{h}{kT},\qquad \langle\sigma^x\rangle=\frac{\Gamma}{h}\tanh\frac{h}{kT}.
\label{self}
\end{equation}

\section{Tunnelling drops out of the level splitting}

At $\mathcal E=0$ we have $F=J_0m$. In the ordered phase $m\neq0$ can be cancelled from (\ref{self}), which leaves
\begin{equation}
h=J_0\tanh\frac{h}{kT}.
\label{h}
\end{equation}
This equation does not contain $\Gamma$. Tunnelling enters when $m$ is recovered from $h^2=\Gamma^2+J_0^2m^2$:
\begin{equation}
m=\frac{\sqrt{h^2-\Gamma^2}}{J_0}.
\label{m}
\end{equation}
At $T=0$ the hyperbolic tangent is 1, so $h=J_0$. The splitting is $2J_0$ for every $\Gamma<J_0$, and
\begin{equation}
m_0=\sqrt{1-g^2},\qquad g=\Gamma/J_0 .
\end{equation}
Tunnelling adds a transverse field but reduces the ordering field through $m_0$, and the two changes compensate in the length $h$.

Order ends when $m=0$, that is, when $h=\Gamma$. Equation (\ref{h}) then gives
\begin{equation}
kT_c=\frac{\Gamma}{\operatorname{artanh}(\Gamma/J_0)},
\label{tc}
\end{equation}
which tends to $J_0$ as $\Gamma\to0$. For $J_0=12$ meV and $\Gamma=6$ meV, $T_c=126.8$ K; with $\Gamma=0$ and the same $J_0$ it is $139.3$ K.

\section{The pyroelectric coefficient}

Let $s=\operatorname{sech}^2(h/kT)$. Differentiating (\ref{h}) with respect to $T$, and remembering that $h$ depends on $T$, gives
\begin{equation}
\frac{dh}{dT}=J_0s\left(\frac{1}{kT}\frac{dh}{dT}-\frac{h}{kT^2}\right)
\;\Rightarrow\;
\frac{dh}{dT}=-\frac{J_0sh/kT^2}{1-J_0s/kT}.
\end{equation}
The denominator is positive. As a function of $h$, the right side of (\ref{h}) is concave and starts above the line of unit slope, so it crosses that line with a slope $J_0s/kT<1$. Hence $h$ falls on heating.

From (\ref{m}), $J_0^2m^2=h^2-\Gamma^2$, so $J_0^2m\,dm/dT=h\,dh/dT$. Therefore
\begin{equation}
p=-n\mu\,\frac{s\,h^2}{J_0m\,kT^2\,(1-J_0s/kT)} .
\label{full}
\end{equation}
This is the mean-field result at any $T<T_c$.

For $kT\ll J_0$ define
\begin{equation}
\varepsilon=e^{-2J_0/kT},\qquad a=J_0/kT .
\end{equation}
Since $\tanh x\simeq1-2e^{-2x}$, equation (\ref{h}) gives $h\simeq J_0(1-2\varepsilon)$. Replacing $h$ by $J_0$ in the exponent changes $e^{-2h/kT}$ by the factor $e^{4a\varepsilon}$, which tends to 1. Thus $s\simeq4e^{-2h/kT}\simeq4\varepsilon$. With $h\to J_0$, $m\to m_0$ and $J_0s/kT\to0$, equation (\ref{full}) becomes
\begin{equation}
\boxed{\;p\simeq-n\mu\,\frac{4J_0}{kT^2}\,\frac{e^{-2J_0/kT}}{\sqrt{1-\Gamma^2/J_0^2}}\;}
\label{law}
\end{equation}
The sign is negative because heating reduces $P$. At fixed $J_0$ tunnelling leaves the activation energy $2J_0$ unchanged and multiplies the prefactor by $1/m_0$.

\section{Why the factor is $1/m_0$ and not $m_0$}

Two effects compete. First hold the local field at its $T=0$ value. Its direction has $z$ component $F/h=m_0$, and heating shortens the average pseudospin by $2\varepsilon$. The direct loss is $-2\varepsilon m_0$, which tunnelling makes smaller.

The local field, however, follows $m$. A loss $\delta m$ turns the field towards the $x$ axis, and this lowers $m$ further. To leading order the feedback coefficient is
\begin{equation}
\frac{\partial}{\partial m}\frac{J_0m}{h}
=\frac{J_0}{h}-\frac{J_0^3m^2}{h^3}
=\frac{J_0(h^2-J_0^2m^2)}{h^3}
=\frac{J_0\Gamma^2}{h^3}\to g^2 .
\end{equation}
Hence
\begin{equation}
\delta m=-2\varepsilon m_0+g^2\,\delta m
\;\Rightarrow\;
\delta m=-\frac{2\varepsilon m_0}{1-g^2}=-\frac{2\varepsilon}{m_0}.
\label{dm}
\end{equation}
The tilt contributes $m_0$ and the feedback $1/m_0^2$. Without tunnelling the field cannot turn, and the feedback vanishes at this order.

The heat capacity gives the same answer. The energy per dipole is $U=-J_0m^2/2-\Gamma\langle\sigma^x\rangle$, where the half avoids counting each pair twice. In the ordered phase (\ref{self}) and (\ref{h}) give $\langle\sigma^x\rangle=\Gamma/J_0$, a constant. Therefore
\begin{equation}
C=\frac{dU}{dT}=-J_0m\frac{dm}{dT}=-\frac{h}{J_0}\frac{dh}{dT},\qquad
p=-\frac{n\mu C}{J_0m}.
\end{equation}
Since $h(T)$ does not involve $\Gamma$, neither does $C$ below $T_c$. The same heat must be stored with a smaller $m$. As the energy changes by $-J_0m\,\delta m$, a larger change of $m$ is needed.

\section{Next order, and the limit of strong tunnelling}

To find where (\ref{law}) ceases to hold, put $u=h/J_0$ and $y=e^{-2au}$. Then $u=\tanh(au)\simeq1-2y+2y^2$, and $y=\varepsilon e^{2a(1-u)}\simeq\varepsilon(1+4a\varepsilon)$. To second order,
\begin{align}
u&\simeq1-2\varepsilon-(8a-2)\varepsilon^2,\\
u^2&\simeq1-4\varepsilon-(16a-8)\varepsilon^2,\\
m=\sqrt{u^2-g^2}&\simeq m_0-\frac{2\varepsilon}{m_0}-\frac{(8a-4)\varepsilon^2}{m_0}-\frac{2\varepsilon^2}{m_0^3}.
\end{align}
Now use $T\,d\varepsilon/dT=2a\varepsilon$ and $T\,da/dT=-a$. The last three terms contribute to $T\,dm/dT$, in order,
\begin{equation}
-\frac{4a\varepsilon}{m_0},\qquad
-\frac{4a(8a-4)-8a}{m_0}\,\varepsilon^2,\qquad
-\frac{8a\varepsilon^2}{m_0^3}.
\end{equation}
Dividing the sum by the first gives
\begin{equation}
\frac{p}{p_{\rm law}}\simeq1+\varepsilon\left(8a-6+\frac{2}{m_0^2}\right),
\label{corr}
\end{equation}
where $p_{\rm law}$ is the right side of (\ref{law}). The law therefore needs both $8a\varepsilon\ll1$ and $2\varepsilon\ll m_0^2$.

The second condition fails when $\Gamma$ approaches $J_0$ at a given temperature. If $a\varepsilon$ is still small, we keep $m$ itself instead of expanding the square root: $m^2\simeq m_0^2-4\varepsilon$. Differentiation gives $2m\,dm/dT=-8J_0\varepsilon/kT^2$, so
\begin{equation}
p\simeq-n\mu\,\frac{4J_0}{kT^2}\,\frac{\varepsilon}{\sqrt{m_0^2-4\varepsilon}} .
\end{equation}
The divergence now lies at $4\varepsilon=m_0^2$, where $m$ vanishes. It is the mean-field singularity at $T_c$, which strong tunnelling has moved down into the activated range.

\section{A bias field changes the activation energy}

For a bias along $P$, let $m_{\mathcal E}$, $F_0$ and $h_0$ be the $T=0$ values. Equation (\ref{self}) gives $F_0=h_0m_{\mathcal E}$. Since also $F_0=J_0m_{\mathcal E}+\mu\mathcal E$,
\begin{equation}
h_0=J_0+\frac{\mu\mathcal E}{m_{\mathcal E}} .
\end{equation}
Tunnelling makes $m_{\mathcal E}<1$ and so raises the activation energy $2h_0$. The argument leading to (\ref{dm}), with $F_0/h_0$ for the tilt and $J_0\Gamma^2/h_0^3$ for the feedback, yields
\begin{equation}
p\simeq-n\mu\,\frac{F_0}{h_0}\,\frac{4h_0}{kT^2}\,
\frac{e^{-2h_0/kT}}{1-J_0\Gamma^2/h_0^3}.
\end{equation}
The separation into an unchanged exponent and a changed prefactor thus belongs to zero bias.

\section{Numbers}

The round parameters $J_0=12$ meV, $\Gamma=6$ meV, $n\mu=6\ \mu\mathrm{C/cm^2}$ and $n=10\ \mathrm{nm^{-3}}$ give $g=0.5$, $m_0=0.866$ and $\mu=6\times10^{-30}$ C\,m. At 30 K, $kT=2.585$ meV, $2J_0/kT=9.284$ and $\varepsilon=9.29\times10^{-5}$. With $n\mu=6000\ \mathrm{nC/cm^2}$, (\ref{law}) becomes
\begin{equation}
p\simeq-6000\times\frac{4\times12}{2.585\times30}\times\frac{9.29\times10^{-5}}{0.866}
=-0.398\ \mathrm{\frac{nC}{cm^2\,K}} .
\end{equation}
Solving (\ref{h}) numerically and using (\ref{full}) gives $-0.400\ \mathrm{nC/(cm^2\,K)}$, or $-4.00\ \mu\mathrm{C/(m^2\,K)}$. The difference of $0.3\,\%$ is the correction (\ref{corr}). At 20 K the full value is $-0.0086$ and at 40 K it is $-2.34\ \mathrm{nC/(cm^2\,K)}$. The ratio $p/p_{\rm law}$ reaches $1.1$ at about 53 K.

Because of the factor $T^{-2}$, the activation energy is read from $\ln(|p|T^2)$ against $1/kT$. Between 20 and 30 K the full values give $24.02$ meV, against $2J_0=24$ meV.

\subsection*{Same coupling or same transition temperature}

With $J_0$, $n$ and $\mu$ fixed, the ratio of $p$ with and without tunnelling at 30 K is $1.155$, which is $1/m_0$. To keep $T_c=126.8$ K without tunnelling, the coupling must be $J_0'=kT_c=10.92$ meV. The activation energy is then $21.8$ meV instead of $24$ meV, and (\ref{law}) gives the ratio
\begin{equation}
\frac{J_0}{J_0'}\,\frac1{m_0}\,e^{-2(J_0-J_0')/kT}
\simeq1.10\times1.155\times0.435\simeq0.55 .
\end{equation}
For weak tunnelling the trend is explicit. From (\ref{tc}), $J_0/kT_c\simeq1+g^2/3$, while $1/m_0\simeq1+g^2/2$. The logarithm of the ratio at fixed $T_c$ is therefore
\begin{equation}
g^2\left(\frac56-\frac{2T_c}{3T}\right),
\end{equation}
which is negative throughout the low-temperature range.

\section{What mean field leaves out}

\subsection*{Excitations that move}

With finite-range coupling and tunnelling together, a flipped dipole does not stay on its site. For a dipole in a field $\mathbf B$, $H=-\mathbf B\cdot\boldsymbol\sigma$ gives $\hbar\,\dot{\boldsymbol\sigma}=2\boldsymbol\sigma\times\mathbf B$. At rest $\boldsymbol\sigma$ lies along $\mathbf B$, with $|\mathbf B|=h$ and $\sin\theta=\Gamma/h$. Let $\alpha$ be a small deviation in the $xz$ plane, perpendicular to the rest direction, and $\beta$ one along $y$. For wave vector $\mathbf q$, $\alpha$ changes $\sigma^z$ by $-\alpha\sin\theta$ and hence $B_z$ by $-J_q\alpha\sin\theta$, where $J_q$ is the Fourier transform of $J_{ij}$. The component of this change along the direction of $\alpha$ is $J_q\alpha\sin^2\theta$. To first order
\begin{equation}
\hbar\dot\alpha=2h\beta,\qquad \hbar\dot\beta=-2(h-J_q\sin^2\theta)\,\alpha .
\end{equation}
In this linear approximation, which is good when each dipole has many neighbours, the excitation energy is $\omega_q=2\sqrt{h^2-J_q\Gamma^2/h}$. At zero bias $h=J_0$, and the lowest energy, at $\mathbf q=0$, is $2J_0m_0=20.8$ meV, below $2J_0$. For finite-range coupling the band edge sets the exponent at the lowest temperatures, so tunnelling then does change the activation energy.

To size the effect, treat the excitations as independent bosons. Each one changes the dipole moment by $-\partial\omega_q/\partial\mathcal E$. At small bias $\partial h_0/\partial(\mu\mathcal E)=1/m_0$, so
\begin{equation}
\delta m=-\frac1N\sum_q\frac{4J_0+2J_q\Gamma^2/J_0^2}{m_0\,\omega_q}\,
\frac{1}{e^{\omega_q/kT}-1}.
\end{equation}
Setting $J_q=0$ in the sum returns $-2\varepsilon/m_0$ at low temperature. With the $J_q$ of nearest neighbours on a simple cubic lattice, this sum multiplies the flat-band $p$ by $1.16$ at 30 K, $1.36$ at 20 K and $3.0$ at 10 K.

These factors are too small for a lattice with only six neighbours. Next to a flipped dipole, another one costs only $4J_0/3$ to flip instead of $2J_0$, and this makes the excitation more mobile. Second-order perturbation theory in $\Gamma$ then gives a lowest energy of $2J_0-2\Gamma^2/J_0=18$ meV, and $p$ at 30 K more than doubles. Higher orders are not negligible at $\Gamma/J_0=0.5$, so this shows only the scale of the effect. For short-range coupling, (\ref{law}) is therefore not quantitative at these parameters.

\subsection*{Thermal expansion}

Lattice vibrations also change $P$, partly through the strain they cause. A rough estimate of this part alone is $|p_{\rm lat}|=P_0\lambda\gamma C_V/B$. Here $P_0=n\mu m_0$, $\lambda$ is the relative change of $P$ per unit volume strain, $\gamma$ the Gr\"uneisen parameter, $B$ the bulk modulus and $C_V$ the Debye heat capacity per volume. With $\lambda=\gamma=1$, $B=30$ GPa, a Debye temperature of 300 K and 8 atoms per dipole, $|p_{\rm lat}|$ is about $0.04\ \mathrm{nC/(cm^2\,K)}$ at 30 K, a tenth of the activated term. Its sign is not determined here. At low temperature $C_V\propto T^3$, so this term must exceed an activated one on sufficient cooling. With these inputs the two are equal near 21 K. Just above that temperature the lattice term is still comparable with the activated one. Even when each dipole couples to many others, the activated law therefore approximates the total coefficient only in a limited window. For $\lambda=1$ it runs from about 31 K, where the lattice term has dropped to a tenth of the activated one, to about 50 K. The lower end depends on $\lambda$, which may well exceed 1 because $\Gamma$ is sensitive to the length of the hydrogen bond. It moves to 37 K for $\lambda=2$ and to 49 K for $\lambda=4$, where the window has practically closed.

\subsection*{Beside real crystals}

The parameters lie in the rough regime of potassium dihydrogen phosphate (KDP), which orders near 120 K with a polarization of roughly $5\ \mu\mathrm{C/cm^2}$. They are not a fit to it. The values $n=10\ \mathrm{nm^{-3}}$ and 8 atoms per dipole correspond to one dipole per formula unit, whereas KDP has two hydrogen-bond protons per formula unit, and its polarization comes largely from displacements of the heavier ions, nearly perpendicular to the proton motion. The moment $\mu$ is therefore an effective one. The coefficient at 30 K is far below the tens of $\mathrm{nC/(cm^2\,K)}$ typical of room-temperature pyroelectric detectors, because few dipoles are excited. Real samples break several of the assumptions. Letting the excitations move can more than double the 30 K value if the coupling is short-ranged, and thermal expansion changes it by about 10\,\% if $\lambda=1$, and in proportion to $\lambda$ otherwise. A bias of 10 kV/cm, for which $\mu\mathcal E=0.037$ meV, lowers $|p|$ by 3\,\% in the full mean-field solution. The rule that two protons sit close to each phosphate group correlates neighbouring dipoles strongly; its effect has not been sized here and may be larger. Deuteration shows a further limit. It raises $T_c$ of KDP to roughly 220 K, whereas removing all tunnelling at fixed $J_0$ in this example gives 139 K. With these parameters, a change of $\Gamma$ alone does not account for the isotope shift, so the fixed-$J_0$ ratio should not be used to predict how deuteration changes $p$.
